# The Wigner–Kirkwood Free-Energy Correction from Mean Squared Forces, part 2

We seek the leading difference between the quantum and classical free energies, $F_{\rm q}=-kT\ln Z_{\rm q}$ and $F_{\rm cl}=-kT\ln Z_{\rm cl}$, at the same temperature $T$, with $\beta=1/kT$ and $k$ Boltzmann's constant. The $N$ Cartesian coordinates $x_j$ have momenta $p_j$ and masses $m_j$, and

$$\hat H=-\sum_j\frac{\hbar^2}{2m_j}\frac{\partial^2}{\partial x_j^2}+V(x),
\qquad
E(x,p)=\sum_j\frac{p_j^2}{2m_j}+V(x).$$

Write $V_j=\partial V/\partial x_j$, $V_{jj}=\partial^2V/\partial x_j^2$ and $F_j=-V_j$. Particles are distinguishable. $V$ is smooth, confining and independent of $\hbar$ and $T$. The expansion in $\hbar$ may be integrated term by term, with an error of the order of the first omitted non-zero term. The theorem to be proved is

$$\boxed{\,F_{\rm q}=F_{\rm cl}+\frac{\hbar^2\beta^2}{24}\sum_j\frac{\langle F_j^2\rangle}{m_j}+O(\hbar^4)\,} \tag{4}$$

Here $\langle\dots\rangle$ is the classical position average with weight $e^{-\beta V}$. Lemma 1 writes the quantum trace in plane waves:

$$Z_{\rm q}=\int\frac{dx\,dp}{(2\pi\hbar)^N}\;e^{-ip\cdot x/\hbar}\left[e^{-\beta\hat H}e^{ip\cdot x/\hbar}\right], \tag{5}$$

Splitting off the classical weight gives

$$Z_{\rm q}=\int\frac{dx\,dp}{(2\pi\hbar)^N}\,e^{-\beta E}\,w , \tag{7}$$

with $w=1+\hbar w_1+\hbar^2w_2+\dots$; setting $w=1$ gives $Z_{\rm cl}$. Under the classical momentum average $\langle\dots\rangle_p$, odd orders vanish and

$$\langle w_2\rangle_p=\sum_j\frac{1}{m_j}\left(\frac{\beta^3}{24}V_j^2-\frac{\beta^2}{12}V_{jj}\right). \tag{12}$$

Lemma 5, obtained by integrating $\partial(V_je^{-\beta V})/\partial x_j$ with vanishing boundary values, states

$$\langle V_{jj}\rangle=\beta\langle V_j^2\rangle=\beta\langle F_j^2\rangle. \tag{13}$$

For one oscillator of frequency $\omega$, with $u=\beta\hbar\omega$, the exact shift and its series are

$$F_{\rm q}-F_{\rm cl}=kT\ln\frac{Z_{\rm cl}}{Z_{\rm q}}=kT\ln\frac{\sinh(u/2)}{u/2}. \tag{1}$$

$$F_{\rm q}-F_{\rm cl}=kT\left(\frac{u^2}{24}-\frac{u^4}{2880}+\dots\right). \tag{2}$$

### Proof of the theorem

The classical weight is a product of a momentum part and a position part. Averaging $w$ over both therefore gives the ratio of partition functions:

$$\frac{Z_{\rm q}}{Z_{\rm cl}}=1+\hbar^2\big\langle\langle w_2\rangle_p\big\rangle+O(\hbar^4).$$

The next power is $\hbar^4$ because $w_3$ averages to zero. Insert (12) and replace $\langle V_{jj}\rangle$ by means of (13):

$$\big\langle\langle w_2\rangle_p\big\rangle=\sum_j\frac{1}{m_j}\left(\frac{\beta^3}{24}-\frac{\beta^3}{12}\right)\langle F_j^2\rangle=-\frac{\beta^3}{24}\sum_j\frac{\langle F_j^2\rangle}{m_j}.$$

Finally, $F_{\rm q}-F_{\rm cl}=-kT\ln(Z_{\rm q}/Z_{\rm cl})$. To order $\hbar^2$ the logarithm of $1+a$ is $a$. The two minus signs cancel, and $kT\beta^3=\beta^2$, so

$$F_{\rm q}-F_{\rm cl}=\frac{\hbar^2\beta^2}{24}\sum_j\frac{\langle F_j^2\rangle}{m_j}+O(\hbar^4)
=\frac{\hbar^2\beta}{24}\sum_j\frac{\langle V_{jj}\rangle}{m_j}+O(\hbar^4). \tag{14}$$

The second form follows from (13). $\square$

### Remarks on the result

**Remark 1 (meaning).** To this order, the quantum system has the free energy of a classical one whose potential has been blurred. Average $V$ over independent Gaussian displacements of the coordinates, with variances $\sigma_j^2$. A Taylor expansion gives the change $\delta V=\tfrac12\sum_j\sigma_j^2V_{jj}$ to leading order. A small change of potential shifts the classical free energy by

$$-kT\ln\langle e^{-\beta\delta V}\rangle\simeq-kT\ln\left(1-\beta\langle\delta V\rangle\right)\simeq\langle\delta V\rangle .$$

The choice $\sigma_j^2=\hbar^2\beta/12m_j$ reproduces the second form of (14). The blurring is wider for a light or cold particle, even though the total spread of positions in a harmonic well shrinks on cooling. Around a minimum the blurring raises the effective potential.

**Remark 2 (size).** Let $\lambda_j=\sqrt{2\pi\hbar^2\beta/m_j}$ be the thermal wavelength. Then $\hbar^2\beta/m_j=\lambda_j^2/2\pi$, and the contribution of coordinate $j$ to (14), divided by $kT$, is

$$\frac{\hbar^2\beta^3\langle F_j^2\rangle}{24m_j}=\frac{\lambda_j^2\,\beta^2\langle F_j^2\rangle}{48\pi}.$$

The length $1/(\beta\sqrt{\langle F_j^2\rangle})$ is the distance over which a typical force changes the energy by $kT$. The contribution is small compared with $kT$ when the thermal wavelength is short on that scale.

**Remark 3 (masses).** The position averages in (14) do not contain the masses. Each coordinate therefore contributes in proportion to $1/m_j$, and one classical calculation serves all isotopes on the same potential surface. The classical free energy depends on mass too, through the momentum integral, which gives $-\tfrac12kT\ln m_j$ per coordinate. That term is the same for every $V$. It cancels when the same atoms are compared in two different environments, and the leading isotope effect on the free-energy difference then comes from (14). This holds within the range set out in Remark 6. Because the effect is a difference of corrections, its relative error can be larger than that of each correction. For stiff modes, such as stretches of bonds to hydrogen at room temperature, the isotope effect is governed by zero-point energy and (14) does not give it.

**Remark 4 (periodic cells).** If $V$ is periodic, the boundary values in Lemma 5 cancel between opposite faces. With periodic boundary conditions on the wave function, the momenta are discrete, with spacing $2\pi\hbar/L$ for a cell of edge $L$. By Poisson summation, replacing their sum by the integral in Lemma 1 costs terms of order $e^{-mL^2/2\beta\hbar^2}$, apart from a prefactor that depends on $\beta V$ and stays finite as $\hbar\to0$. These are smaller than any power of $\hbar$.

### The harmonic limit

**Corollary.** Let $V=V_0+\tfrac12\sum_{jk}K_{jk}x_jx_k$, where $K$ is symmetric and positive definite, and let $\omega_s$ be the normal-mode frequencies. Then the correction is

$$\frac{\hbar^2\beta^2}{24}\sum_j\frac{\langle F_j^2\rangle}{m_j}=\sum_s\frac{\beta(\hbar\omega_s)^2}{24}. \tag{15}$$

*Proof.* The curvature $V_{jj}=K_{jj}$ is constant, so (13) gives $\beta\langle F_j^2\rangle=K_{jj}$. The left side of (15) becomes $(\hbar^2\beta/24)\sum_jK_{jj}/m_j$.

The normal modes are the eigenvectors of the mass-weighted matrix $M_{jk}=K_{jk}/\sqrt{m_jm_k}$, and its eigenvalues are $\omega_s^2$. The sum $\sum_jK_{jj}/m_j$ is the trace of $M$. The trace of a symmetric matrix equals the sum of its eigenvalues, here $\sum_s\omega_s^2$. $\square$

The modes need not be known to evaluate the sum. In a harmonic crystal, the force constants of each atom with itself and the masses are sufficient. In general, an individual atom's term is not the term of an individual mode; the two sums agree as wholes.

**Remark 5 (energy and heat capacity).** For one mode, $\beta(F_{\rm q}-F_{\rm cl})\simeq\beta^2(\hbar\omega)^2/24$. The internal energy is $U=\partial(\beta F)/\partial\beta$, so its correction is $\beta(\hbar\omega)^2/12$, twice that of the free energy. Differentiating $(\hbar\omega)^2/12kT$ with respect to $T$ gives the heat capacity

$$C\simeq k\left[1-\frac{(\beta\hbar\omega)^2}{12}\right].$$

The quantum correction lowers the classical value $k$. In an anharmonic system, the mean curvature $\langle V_{jj}\rangle$ in (14) also depends on temperature, and this dependence must be differentiated as well.

**Remark 6 (range of use).** For one oscillator, the leading term lies above the full shift at every $u=\beta\hbar\omega>0$. To see this, put $z=u/2$ and compare the series

$$\frac{\sinh z}{z}=\sum_n\frac{z^{2n}}{(2n+1)!},\qquad e^{z^2/6}=\sum_n\frac{z^{2n}}{6^n\,n!}.$$

Going from $n-1$ to $n$ multiplies the first denominator by $2n(2n+1)$ and the second by $6n$. The first factor is at least as large, and it is larger for $n\ge2$. Hence $\sinh z/z<e^{z^2/6}$, and the logarithm gives the inequality.

Relative to the shift itself, the excess of the leading term is 0.83 percent at $u=1$, 3.2 percent at $u=2$ and 12 percent at $u=4$. For small $u$ it is the ratio of the two terms in the oscillator series, $(u^4/2880)/(u^2/24)=u^2/120$. At 300 K, $kT$ corresponds to about 209 cm⁻¹, so $u=1$ is a soft lattice mode, while a bond stretch near 3000 cm⁻¹ has $u\approx14$, where the leading term is nearly twice the true shift. At low temperature the expansion is useless. For large $u$, $\sinh(u/2)\simeq e^{u/2}/2$, so (1) gives a shift $\hbar\omega/2-kT\ln u$, which tends to the constant zero-point energy $\hbar\omega/2$ as $T\to0$. The leading term $\beta(\hbar\omega)^2/24$ instead grows without bound like $1/T$.

### Where smoothness is needed

Put a particle of mass $m$ between hard walls a distance $L$ apart. The force inside vanishes, and a formula that uses the interior force alone predicts no correction. The levels are $\pi^2\hbar^2n^2/2mL^2$ with $n\ge1$. Set $a=\beta\pi^2\hbar^2/2mL^2$. For small $a$, Poisson summation gives $\sum_{n=-\infty}^{\infty}e^{-an^2}\simeq\sqrt{\pi/a}$ with an exponentially small error. Removing the term $n=0$ and halving the rest gives

$$Z_{\rm q}\simeq\frac12\sqrt{\frac{\pi}{a}}-\frac12=\frac{L}{\lambda}-\frac12,
\qquad
F_{\rm q}-F_{\rm cl}\simeq-kT\ln\left(1-\frac{\lambda}{2L}\right).$$

Here $\lambda=\sqrt{2\pi\hbar^2\beta/m}$ and $Z_{\rm cl}=L/\lambda$. The leading shift, $kT\lambda/2L$, is linear in $\hbar$. It comes from the walls, where the wave function must vanish and where $V$ has no derivatives.

For $L=3$ bohr, $m=4000\,m_e$ and $T=1000$ K, the wavelength is 0.704 bohr, and the sum over levels gives a shift of $3.95\times10^{-4}$ Ha. An attractive Coulomb singularity is also excluded: near it $e^{-\beta V}$ cannot be integrated, so the classical reference does not exist.

### Two coupled atoms

Hartree atomic units are used, with $\hbar=1$. Two atoms move on a line with displacements $x_1$ and $x_2$. Each is tied to its site by a spring, and a bond with stretch $r=x_1-x_2$ joins them:

$$V=\frac{\kappa}{2}\left(x_1^2+x_2^2+r^2\right)-c\,r^3+d\,r^4 .$$

The parameters are round model values: $\kappa=0.01$ Ha/bohr², $c=0.003$ Ha/bohr³, $d=0.0005$ Ha/bohr⁴, $m_1=4000\,m_e$ and $m_2=8000\,m_e$. The temperature is 1000 K, so $kT=0.0031668$ Ha.

Classical quadrature gives $\langle F_1^2\rangle=\langle F_2^2\rangle=6.054\times10^{-5}$ Ha²/bohr². The two agree because the replacement $x_1\to-x_2$, $x_2\to-x_1$ leaves $r$ and $V$ unchanged and exchanges the forces up to sign. The contribution of the first atom is

$$\frac{\langle F_1^2\rangle}{24\,m_1(kT)^2}=\frac{6.054\times10^{-5}}{24\times4000\times(0.0031668)^2}=6.288\times10^{-5}\ \text{Ha}.$$

The second atom is twice as heavy and contributes half as much, $3.144\times10^{-5}$ Ha. The total correction is $9.432\times10^{-5}$ Ha, or 2.567 meV.

Diagonalizing the two-dimensional Hamiltonian gives the quantum free energy without use of the expansion. The difference from the classical value is

$$-0.00380409-(-0.00389787)=9.378\times10^{-5}\ \text{Ha},$$

or 2.552 meV. The remainder, $-5.4\times10^{-7}$ Ha, is 0.57 percent of the correction in magnitude. Changing the grid moved the quantum free energy by about $10^{-9}$ Ha, far less than this remainder.

The order of the remainder can be tested by changing the masses. In $\hat H$ the constant $\hbar$ occurs in the combinations $\hbar^2/m_j$, and the momentum integrals give $Z_{\rm cl}$ the same dependence. Halving all masses therefore acts like doubling $\hbar^2$. The correction doubles to $1.886\times10^{-4}$ Ha, while the remainder becomes $-2.13\times10^{-6}$ Ha, which is nearly four times as large. This corresponds to a power of $\hbar$ of about 3.96, close to the predicted fourth power; higher orders are still present at these masses.

With $c=d=0$ the system is harmonic, and the diagonal force constants are both $2\kappa$. The corollary gives

$$\frac{2\kappa}{24\,kT}\left(\frac1{m_1}+\frac1{m_2}\right)=\frac{0.02}{24\times0.0031668}\left(\frac1{4000}+\frac1{8000}\right)=9.868\times10^{-5}\ \text{Ha}.$$

The two modes have $\beta\hbar\omega=0.398$ and $0.768$. They contribute $2.085\times10^{-5}$ and $7.783\times10^{-5}$ Ha, with the same sum.

The anharmonic terms act through the mean curvature, which for either atom is

$$\langle V_{jj}\rangle=2\kappa-6c\langle r\rangle+12d\langle r^2\rangle .$$

The quartic term by itself raises it, since $\langle r^2\rangle>0$, and the correction becomes $1.045\times10^{-4}$ Ha. The cubic term makes a stretch $r$ more probable than a compression $-r$, so $\langle r\rangle>0$ and the term $-6c\langle r\rangle$ is negative. It also changes $\langle r^2\rangle$, so the net effect has to be computed. With both terms present, the mean curvature is 0.01912 Ha/bohr², below the harmonic value of 0.02 Ha/bohr², and the correction is 4.4 percent below its harmonic value. The mean squared forces include this softening at the temperature of interest; the harmonic frequencies at the minimum do not. The numerical output gives the remaining digits.

## Values computed for the example and the checks

```
temperature = 1000 K
kT = 0.0031668 Ha
masses m1, m2 = 4000, 8000 m_e
spring constant (sites and bond) = 0.01 Ha/bohr^2
bond cubic coefficient (enters with minus) = 0.003 Ha/bohr^3
bond quartic coefficient = 0.0005 Ha/bohr^4
<F1^2> = 6.053868e-05 Ha^2/bohr^2
beta <F1^2> = 0.0191166 Ha/bohr^2
mean curvature 1 = 0.0191166 Ha/bohr^2
correction from atom 1 = 6.288068e-05 Ha
<F2^2> = 6.053868e-05 Ha^2/bohr^2
beta <F2^2> = 0.0191166 Ha/bohr^2
mean curvature 2 = 0.0191166 Ha/bohr^2
correction from atom 2 = 3.144034e-05 Ha
hbar^2 correction, total = 9.432102e-05 Ha = 2.5666 meV
classical free energy = -0.00389787 Ha
quantum free energy (diagonalization) = -0.00380409 Ha
change of quantum value with grid = 9.6e-10 Ha
quantum minus classical = 9.378069e-05 Ha = 2.5519 meV
remainder beyond hbar^2 = -5.403e-07 Ha
remainder / correction = -0.573 percent
half masses: hbar^2 correction = 1.886420e-04 Ha
half masses: quantum minus classical = 1.865121e-04 Ha
half masses: remainder = -2.130e-06 Ha
power of hbar in remainder = 3.958
mode 1: omega = 1.258943e-03 Ha, beta*omega = 0.3975
mode 1: beta*omega^2/24 = 2.085347e-05 Ha
mode 2: omega = 2.432090e-03 Ha, beta*omega = 0.7680
mode 2: beta*omega^2/24 = 7.782622e-05 Ha
harmonic correction, mode sum = 9.867970e-05 Ha
harmonic correction, from forces = 9.867970e-05 Ha
correction with quartic term only = 1.044918e-04 Ha
one oscillator: u, exact shift/kT, u^2/24, excess of u^2/24
  0.5  0.010395  0.010417  0.21 percent
  1.0  0.041325  0.041667  0.83 percent
  2.0  0.161439  0.166667  3.24 percent
  4.0  0.595220  0.666667  12.00 percent
next coefficient, levels at u = 0.1: -3.471671e-04
-1/2880 = -3.472222e-04
box length = 3.0 bohr, mass = 4000 m_e
box thermal wavelength = 0.7043 bohr
box quantum minus classical = 3.954131e-04 Ha
power of hbar for the box = 1.004
```
